**Read-diode impedance: avalanche resonance and transit-time negative resistance**

The program tests the leading-order impedance of a diode with an avalanche zone of length $l_a$ and a drift zone of length $l_d$. Its resistance is $[(1-\cos\theta)/\theta]/[\omega C_d(1-\omega^2/\omega_r^2)]$, with $\theta=\omega l_d/v$, $C_d=\varepsilon A/l_d$ and $\omega_r^2=3\alpha'vJ_0/\varepsilon$. Here $v$ is the saturated carrier speed, $\varepsilon$ the permittivity, $A$ the area, $\alpha'$ the field derivative of the ionization rate and $J_0$ the dc current density. Time stepping of carrier transport and multiplication asserts the factor 3, with a measured value of 2.985. A solution of the linearized transport and Poisson equations with finite avalanche delay asserts the inductance, the square-root dependence on current, the sign change of the resistance, first-order convergence of the injected particle current to its leading-order value as $l_a$ shrinks, and agreement of the impedance with the formula within 1% at $l_a/32$. The drift-zone impedance is compared with a Gauss-law quadrature. For the printed parameters the resonance lies at 11.96 GHz, and the resistance at 20 GHz is −6.00 Ω by the formula and −6.14 Ω with finite delay.

## Numerical verification

```python
# Small-signal impedance of a Read diode (avalanche zone + drift zone).
# Result under test, phasors exp(+i omega t):
#   Z = la/(i w eps A)/(1-wr^2/w^2)
#       + ld/(i w eps A)*(1 - gamma*(1-exp(-i theta))/(i theta)),
#   gamma = 1/(1-w^2/wr^2), wr^2 = 3 alpha' v J0/eps, theta = w ld/v.
# la, ld: zone lengths; v: saturated speed of both carriers; eps: permittivity;
# A: area; alpha': field derivative of ionization rate; J0: dc current density.
# The reference solves transport and Poisson equations with finite zone delay.
import numpy as np
from scipy.constants import epsilon_0
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

la, ld, v = 0.2e-6, 2.0e-6, 1.0e5
eps_rel, area = 12.0, 1.0e-8
alpha_prime, J0 = 0.2, 1.0e7
eps = eps_rel * epsilon_0
tau_a, tau_d = la / v, ld / v


def resonance(current_density, factor=3.0):
    return np.sqrt(factor * alpha_prime * v * current_density / eps)


def formula_parts(w, length_a=la, length_d=ld, current_density=J0):
    wr = resonance(current_density)
    gamma = 1 / (1 - (w / wr)**2)
    theta = w * length_d / v
    za = length_a / (1j * w * eps * area) / (1 - (wr / w)**2)
    zd = length_d / (1j * w * eps * area) * (
        1 - gamma * (1 - np.exp(-1j * theta)) / (1j * theta))
    return za, zd, gamma


def avalanche_reference(w, length_a=la, current_density=J0):
    """Solve linearized transport with unit total ac current density.

    State: u=jn+jp, w=jn-jp, constant 1, integral of scaled field 1-u.
    Position is scaled by length_a; dc breakdown has alpha*length_a=1.
    """
    y = w * length_a / v
    g = 2 * alpha_prime * current_density * length_a / (1j * w * eps)
    matrix = np.array([[0, -1j * y, 0, 0],
                       [2 - 1j * y - g, 0, g, 0],
                       [0, 0, 0, 0],
                       [-1, 0, 1, 0]], dtype=complex)
    propagator = expm(matrix)
    from_edge = propagator @ np.array([1, -1, 0, 0])
    from_drive = propagator @ np.array([0, 0, 1, 0])
    # No holes enter at the right edge: w = u there.
    u_left = -(from_drive[1] - from_drive[0]) / (from_edge[1] - from_edge[0])
    final = u_left * from_edge + from_drive
    za = length_a / (1j * w * eps * area) * final[3]
    return za, final[0]


nodes, weights = np.polynomial.legendre.leggauss(60)


def drift_gauss(w, injected, length_d=ld):
    """Voltage from entrance field plus Gauss-law field of moving charge."""
    x = 0.5 * length_d * (nodes + 1)
    dx = 0.5 * length_d * weights
    charge = injected * np.exp(-1j * w * x / v) / v
    entrance_field = (1 - injected) / (1j * w * eps)
    voltage = entrance_field * length_d + np.sum(
        dx * (length_d - x) * charge / eps)
    return voltage / area


def reference_impedance(w, length_a=la, current_density=J0):
    za, injected = avalanche_reference(w, length_a, current_density)
    return za + drift_gauss(w, injected)


def growth_rate(multiplication, cells=400):
    """Growth rate times transit time, by stepping electrons and holes."""
    position = np.linspace(0, 1, cells + 1)
    n, p = position.copy(), 1 - position
    a = multiplication / cells
    for step in range(8 * cells):
        if step == 4 * cells:
            middle = np.sum(n + p)
        generated = a * (n + p)
        n_new, p_new = np.zeros_like(n), np.zeros_like(p)
        n_new[1:] = (n + generated)[:-1]
        p_new[:-1] = (p + generated)[1:]
        n, p = n_new, p_new
    return np.log(np.sum(n + p) / middle) / 4


# Breakdown threshold and the factor in the avalanche growth law.
growth_zero = growth_rate(1.0)
growth_slope = (growth_rate(1.02) - growth_rate(0.98)) / 0.04
assert abs(growth_zero) < 1e-8
assert abs(growth_slope - 3) < 0.05   # first-order grid error

# Low-frequency avalanche inductance.
wr = resonance(J0)
Ca, Cd = eps * area / la, eps * area / ld
La = tau_a / (3 * alpha_prime * J0 * area)
w_low = 0.02 * wr
La_reference = avalanche_reference(w_low)[0].imag / w_low
# At this frequency the parallel capacitance changes L by only 0.04 percent.
assert abs(La_reference / La - 1) < 0.02

# Parallel resonance for different dc currents.
currents = J0 * np.array([1 / 16, 1 / 4, 1])
resonances_reference = []
for current in currents:
    guess = resonance(current)
    root = brentq(lambda w: (1 / avalanche_reference(
        w, current_density=current)[0]).imag, 0.8 * guess, 1.2 * guess)
    resonances_reference.append(root)
    assert abs(root / guess - 1) < 0.01   # finite avalanche delay
resonances_reference = np.array(resonances_reference)
exponent = np.polyfit(np.log(currents), np.log(resonances_reference), 1)[0]
assert abs(exponent - 0.5) < 0.005

# The formula is the thin-zone limit, approached at first order in the delay.
w_test = 1.6 * wr
errors = []
for divisor in (2, 4, 8):
    injected = avalanche_reference(w_test, la / divisor)[1]
    errors.append(abs(injected / formula_parts(w_test)[2] - 1))
ratios = [errors[0] / errors[1], errors[1] / errors[2]]
assert all(1.8 < ratio < 2.2 for ratio in ratios)
for w in np.array([0.5, 0.8, 1.3, 1.6, 2.5]) * wr:
    thin = la / 32
    za, zd, gamma = formula_parts(w, thin)
    reference = reference_impedance(w, thin)
    assert abs(reference - za - zd) < 0.01 * abs(za + zd)
    # Same injected current: this isolates the drift-zone integration.
    assert abs(drift_gauss(w, gamma) - zd) < 1e-9 * abs(zd)
    theta = w * tau_d
    resistance = (1 - np.cos(theta)) / theta * gamma / (w * Cd)
    assert abs(drift_gauss(w, gamma).real - resistance) < 1e-9 * abs(zd)

# Sign change and transit-time zero in the resistance.
assert reference_impedance(0.9 * wr).real > 0
assert reference_impedance(1.1 * wr).real < 0
w_zero = 2 * np.pi / tau_d
zero_drift = drift_gauss(w_zero, formula_parts(w_zero)[2])
assert abs(zero_drift.real) < 1e-9 * abs(zero_drift)

# Static space-charge resistance from the Gauss-law calculation.
R_static = ld**2 / (2 * eps * v * area)
w_static = 1e-3 * wr
static_numeric = drift_gauss(w_static, formula_parts(w_static)[2]).real
assert abs(static_numeric / R_static - 1) < 1e-4

# Transit-angle optima for two different comparisons.
shape = minimize_scalar(lambda t: -(1 - np.cos(t)) / t,
                        bounds=(0.5, 5), method="bounded",
                        options={"xatol": 1e-10})
assert abs(np.tan(shape.x / 2) - shape.x) < 1e-5
gamma_test = formula_parts(w_test)[2]
best_length = minimize_scalar(
    lambda t: drift_gauss(w_test, gamma_test, t * v / w_test).real,
    bounds=(0.5, 5), method="bounded", options={"xatol": 1e-10})
assert abs(best_length.x - np.pi) < 1e-5

print(f"avalanche length = {la*1e6:.2f} um; drift length = {ld*1e6:.2f} um")
print(f"carrier speed = {v:.3e} m/s; relative permittivity = {eps_rel:.1f}")
print(f"area = {area:.3e} m^2; alpha' = {alpha_prime:.3f} 1/V")
print(f"dc current density = {J0:.3e} A/m^2; current = {J0*area:.3f} A")
print(f"permittivity = {eps:.4e} F/m")
print(f"avalanche transit time = {tau_a*1e12:.3f} ps")
print(f"drift transit time = {tau_d*1e12:.3f} ps")
print(f"dc ionization rate 1/la = {1/la:.3e} 1/m")
field_a = J0 * la / (4 * eps * v)
print(f"dc field variation in avalanche zone = {field_a:.3e} V/m")
print(f"its relative effect on alpha = {alpha_prime*field_a*la:.5f}")
print(f"dc carrier field rise in drift zone = {J0*ld/(eps*v):.3e} V/m")
print(f"growth rate*transit time at breakdown = {abs(growth_zero):.1e}")
print(f"growth-law factor from time stepping = {growth_slope:.4f}")
print(f"Ca = {Ca*1e12:.4f} pF; Cd = {Cd*1e12:.4f} pF")
print(f"La formula = {La*1e12:.3f} pH")
print(f"La finite-delay calculation = {La_reference*1e12:.3f} pH")
print(f"angular resonance formula = {wr:.4e} rad/s")
print(f"resonance with factor 2 = {resonance(J0, 2)/(2*np.pi*1e9):.3f} GHz")
print(f"omega_r*tau_a = {wr*tau_a:.4f}")
for current, root in zip(currents, resonances_reference):
    print(f"J0={current:.3e} A/m^2: resonance formula="
          f"{resonance(current)/(2*np.pi*1e9):.3f} GHz, "
          f"finite delay={root/(2*np.pi*1e9):.3f} GHz")
print(f"fitted exponent of resonance versus J0 = {exponent:.5f}")
print("relative injection errors for la/2, la/4, la/8 = "
      + ", ".join(f"{error:.5f}" for error in errors))
print(f"error ratios on halving = {ratios[0]:.3f}, {ratios[1]:.3f}")
print(f"static space-charge resistance = {R_static:.3f} ohm")
print(f"shape maximum: theta = {shape.x:.4f} rad, value = {-shape.fun:.4f}")
print(f"best theta at fixed frequency = {best_length.x:.4f} rad")
print(f"first transit-time zero = {1/(tau_d*1e9):.3f} GHz")
for frequency in (6, 10, 15, 20, 30, 40):
    w = 2 * np.pi * frequency * 1e9
    za, zd, gamma = formula_parts(w)
    full = reference_impedance(w)
    total = za + zd
    print(f"f={frequency} GHz: theta={w*tau_d:.4f} rad, gamma={gamma:.4f}, "
          f"Z formula={total.real:.3f}{total.imag:+.3f}i ohm, "
          f"finite delay={full.real:.3f}{full.imag:+.3f}i ohm")
w20 = 2 * np.pi * 20e9
za20, zd20, gamma20 = formula_parts(w20)
theta20 = w20 * tau_d
print(f"20 GHz: 1/(omega*Cd) = {1/(w20*Cd):.3f} ohm")
print(f"20 GHz: (1-cos theta)/theta = {(1-np.cos(theta20))/theta20:.4f}")
print(f"20 GHz: avalanche reactance = {za20.imag:.3f} ohm")
print(f"20 GHz: drift reactance = {zd20.imag:.3f} ohm")
print(f"20 GHz: omega*tau_a = {w20*tau_a:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
avalanche length = 0.20 um; drift length = 2.00 um
carrier speed = 1.000e+05 m/s; relative permittivity = 12.0
area = 1.000e-08 m^2; alpha' = 0.200 1/V
dc current density = 1.000e+07 A/m^2; current = 0.100 A
permittivity = 1.0625e-10 F/m
avalanche transit time = 2.000 ps
drift transit time = 20.000 ps
dc ionization rate 1/la = 5.000e+06 1/m
dc field variation in avalanche zone = 4.706e+04 V/m
its relative effect on alpha = 0.00188
dc carrier field rise in drift zone = 1.882e+06 V/m
growth rate*transit time at breakdown = 0.0e+00
growth-law factor from time stepping = 2.9853
Ca = 5.3125 pF; Cd = 0.5313 pF
La formula = 33.333 pH
La finite-delay calculation = 33.351 pH
angular resonance formula = 7.5147e+10 rad/s
resonance with factor 2 = 9.765 GHz
omega_r*tau_a = 0.1503
J0=6.250e+05 A/m^2: resonance formula=2.990 GHz, finite delay=2.990 GHz
J0=2.500e+06 A/m^2: resonance formula=5.980 GHz, finite delay=5.980 GHz
J0=1.000e+07 A/m^2: resonance formula=11.960 GHz, finite delay=11.959 GHz
fitted exponent of resonance versus J0 = 0.49996
relative injection errors for la/2, la/4, la/8 = 0.03319, 0.01660, 0.00830
error ratios on halving = 2.000, 2.000
static space-charge resistance = 18.823 ohm
shape maximum: theta = 2.3311 rad, value = 0.7246
best theta at fixed frequency = 3.1416 rad
first transit-time zero = 50.000 GHz
f=6 GHz: theta=0.7540 rad, gamma=1.3363, Z formula=23.985+12.327i ohm, finite delay=24.631+12.063i ohm
f=10 GHz: theta=1.2566 rad, gamma=3.3233, Z formula=54.746+52.353i ohm, finite delay=54.664+52.272i ohm
f=15 GHz: theta=1.8850 rad, gamma=-1.7453, Z formula=-24.207-43.043i ohm, finite delay=-25.399-41.384i ohm
f=20 GHz: theta=2.5133 rad, gamma=-0.5567, Z formula=-6.002-19.261i ohm, finite delay=-6.135-18.846i ohm
f=30 GHz: theta=3.7699 rad, gamma=-0.1890, Z formula=-0.906-10.879i ohm, finite delay=-0.878-10.797i ohm
f=40 GHz: theta=5.0265 rad, gamma=-0.0982, Z formula=-0.101-8.173i ohm, finite delay=-0.086-8.162i ohm
20 GHz: 1/(omega*Cd) = 14.979 ohm
20 GHz: (1-cos theta)/theta = 0.7198
20 GHz: avalanche reactance = -2.332 ohm
20 GHz: drift reactance = -16.929 ohm
20 GHz: omega*tau_a = 0.2513
ALL CHECKS PASSED
```
